\section*{Normal and Umklapp collision balance in a drifting phonon gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balance law and its consequences}

In a model crystal at 100 K, with a phonon drift of 10 m/s, two transverse phonons of 23.2 and 6.3 meV merge into one longitudinal phonon with a statistical weight of 0.06948. The reverse decay has the weight 0.06948 as well. Two other transverse phonons, of 61.2 meV each, merge with weight $6.933\times10^{-7}$, while their reverse decay has weight $6.779\times10^{-7}$, which is 2.2\% less. Drift, temperature and crystal are the same in both cases, and energy is conserved in both. What differs is that the second collision changes the total wavevector by a reciprocal-lattice vector.

\subsection{Distribution and collision}

A phonon mode has a branch index, a wavevector $\mathbf q$ and an angular frequency $\omega$. Wavevectors are kept in the first Brillouin zone. The gas has one temperature $T$ and one drift velocity $\mathbf u$, shared by all branches. Its mean occupation is the displaced Bose--Einstein distribution
\begin{equation}
n=\frac{1}{e^{x}-1},\qquad
x=\frac{\hbar\omega-\hbar\mathbf q\cdot\mathbf u}{k_BT}.
\label{eq:dist}
\end{equation}
With $\mathbf u$ along $+y$, a mode with positive $q_y$ has a smaller $x$ and hence a larger population than at rest. The formula makes sense if $x>0$, that is, if
\begin{equation}
\omega>\mathbf q\cdot\mathbf u
\label{eq:positive}
\end{equation}
for every mode to which it is applied. For an acoustic branch with $\omega=cq$, this means that the drift must be slower than the sound speed $c$. At $x=0$ the occupation diverges, and for $x<0$ it would be negative.

Consider the merging of phonons 1 and 2 into phonon 3, together with the reverse decay. Energy conservation reads
\begin{equation}
\omega_1+\omega_2=\omega_3 .
\label{eq:energy}
\end{equation}
The coupling contains a sum over lattice sites $\mathbf R$ of $e^{i(\mathbf q_1+\mathbf q_2-\mathbf q_3)\cdot\mathbf R}$. In a large periodic crystal this sum vanishes unless every phase is a multiple of $2\pi$. Hence
\begin{equation}
\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G,
\label{eq:momentum}
\end{equation}
where $\mathbf G$ is a reciprocal-lattice vector. This fixes the sign convention: $\mathbf G$ is the excess of the incoming wavevectors over the outgoing one. A collision with $\mathbf G=0$ is called normal, and one with $\mathbf G\neq0$ is called Umklapp. A decay of one phonon into two is the same triad read backwards, so it needs no separate treatment. Processes that create or destroy three phonons together cannot conserve energy.

\subsection{Forward and reverse weights}

The part of the cubic lattice energy that connects these modes is
\begin{equation}
H_3=V a_3^\dagger a_1a_2+V^*a_1^\dagger a_2^\dagger a_3 .
\end{equation}
An annihilation operator acting on a mode with $N$ phonons gives a factor $\sqrt N$, and a creation operator gives $\sqrt{N+1}$. The squared matrix elements out of a state with $N_1,N_2,N_3$ phonons are therefore
\begin{align}
\text{merging:}\quad &|V|^2N_1N_2(N_3+1),\\
\text{decay:}\quad &|V|^2(N_1+1)(N_2+1)N_3 .
\end{align}
The golden rule multiplies both by the same constant and the same energy-conserving delta function. Call the common coefficient $W$. If the occupations of different modes are uncorrelated, as is assumed in the phonon Boltzmann equation, averaging replaces each $N$ by its mean $n$. The forward and reverse weights become
\begin{equation}
F=n_1n_2(1+n_3),\qquad B=(1+n_1)(1+n_2)n_3 ,
\label{eq:FB}
\end{equation}
and the net merging rate is $WR$ with
\begin{equation}
R=F-B .
\label{eq:R}
\end{equation}

The Umklapp example has $\mathbf q_1=\mathbf q_2$ on the same branch, so phonons 1 and 2 come from one mode and the average must be taken again. Let the probability of $N$ phonons be $(1-r)r^N$ with $r=e^{-x}$. This is the statistical distribution whose mean is (\ref{eq:dist}), since $n=r/(1-r)$. Differentiating the geometric series twice gives
\begin{align}
\langle N(N-1)\rangle&=(1-r)\frac{2r^2}{(1-r)^3}=2n^2,\\
\langle (N+1)(N+2)\rangle&=(1-r)\frac{2}{(1-r)^3}=2(1+n)^2,
\end{align}
because $1+n=1/(1-r)$. Both directions gain the same factor 2, which can be absorbed in $W$. Equations (\ref{eq:FB}) and (\ref{eq:R}) then hold in this case too.

\subsection{The ratio of the weights}

From (\ref{eq:dist}),
\begin{equation}
1+n=\frac{e^x}{e^x-1},\qquad\text{so}\qquad \frac{n}{1+n}=e^{-x}.
\label{eq:ratio1}
\end{equation}
Divide $F$ by $B$ and collect the factors of each mode:
\begin{equation}
\frac FB=\frac{n_1}{1+n_1}\,\frac{n_2}{1+n_2}\,\frac{1+n_3}{n_3}
=e^{-x_1-x_2+x_3}.
\end{equation}
The exponent follows from the definition of $x$:
\begin{align}
x_3-x_1-x_2
&=\frac{\hbar(\omega_3-\omega_1-\omega_2)}{k_BT}
+\frac{\hbar(\mathbf q_1+\mathbf q_2-\mathbf q_3)\cdot\mathbf u}{k_BT}
\nonumber\\
&=\frac{\hbar\mathbf G\cdot\mathbf u}{k_BT}\equiv z .
\label{eq:z}
\end{align}
The first term vanishes by (\ref{eq:energy}), and the second is reduced by (\ref{eq:momentum}). Thus $F=Be^z$, and
\begin{equation}
R=(1+n_1)(1+n_2)n_3\,\bigl(e^{z}-1\bigr).
\label{eq:exact}
\end{equation}
No expansion in the drift has been made, and all occupations in (\ref{eq:exact}) are those of the drifting gas.

For a normal collision $z=0$, hence $R=0$ for any drift allowed by (\ref{eq:positive}). The two directions cancel within each triad, without help from other triads. This is detailed balance, and it leaves every mode's occupation unchanged by normal collisions. The reason is that $\ln(n/(1+n))=-x$ is a linear combination of energy and wavevector, and a normal collision conserves both.

A common drift is needed. Suppose that phonons 1 and 2 drift with $\mathbf u$ while the branch of phonon 3 is at rest. The term $\mathbf q_3\cdot\mathbf u$ is then missing from the exponent, and a normal collision has
\begin{equation}
\frac FB=\exp\!\left[\frac{\hbar(\mathbf q_1+\mathbf q_2)\cdot\mathbf u}{k_BT}\right],
\label{eq:partial}
\end{equation}
which differs from one unless the total incoming wavevector is perpendicular to $\mathbf u$. Collisions of this kind transfer crystal momentum between the branches.

\subsection{Small drift}

For an Umklapp collision, the net weight is proportional to $\mathbf G\cdot\mathbf u$ to first order in the drift. Let $r_0$ be the common value of $F$ and $B$ at $\mathbf u=0$. Since $e^z-1=z+z^2/2+\dots$ is already of first order, the prefactor may be taken at rest:
\begin{equation}
R\simeq r_0\,\frac{\hbar\mathbf G\cdot\mathbf u}{k_BT},\qquad
r_0=n_1n_2(1+n_3)\big|_{\mathbf u=0}.
\label{eq:linear}
\end{equation}
A drift perpendicular to $\mathbf G$ gives no net rate in that Umklapp process, both here and in (\ref{eq:exact}).

The next term shows when (\ref{eq:linear}) is adequate. From $dn/dx=-n(1+n)$ and the change $-\hbar\mathbf q\cdot\mathbf u/k_BT$ of $x$,
\begin{equation}
\delta n=n(1+n)\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}.
\label{eq:deltan}
\end{equation}
The relative change of $B$ is $\delta n_1/(1+n_1)+\delta n_2/(1+n_2)+\delta n_3/n_3$. Inserting (\ref{eq:deltan}) and adding the $z/2$ from the exponential gives
\begin{equation}
\frac{R}{r_0z}\simeq1+\frac z2+
\frac{\hbar[n_1\mathbf q_1+n_2\mathbf q_2+(1+n_3)\mathbf q_3]\cdot\mathbf u}{k_BT}.
\label{eq:second}
\end{equation}
The linear law is reliable when both corrections are small; when they have opposite signs, they can also partly cancel. A small $z$ alone may not suffice if a soft mode takes part: there $n\simeq k_BT/\hbar\omega$, and the last term contains $\mathbf q\cdot\mathbf u/\omega$, which grows as the limit (\ref{eq:positive}) is approached.

\subsection{Momentum loss and entropy}

One merging event replaces $\hbar(\mathbf q_1+\mathbf q_2)$ by $\hbar\mathbf q_3$, so the crystal momentum changes by $-\hbar\mathbf G$. The reverse event changes it by $+\hbar\mathbf G$. The force on the gas from one triad is therefore
\begin{equation}
\mathbf f=-\hbar\mathbf G\,WR .
\label{eq:force}
\end{equation}
Its component along the drift satisfies
\begin{equation}
\mathbf f\cdot\mathbf u=-k_BT\,W B\,z(e^z-1)\le0,
\end{equation}
because $z$ and $e^z-1$ have the same sign and $B>0$. Each Umklapp triad with $\mathbf G\cdot\mathbf u\neq0$ thus reduces the momentum component along the drift, whichever way its own $\mathbf G$ points.

The lost drift appears as entropy. The entropy of a mode, $\sigma=k_B[(1+n)\ln(1+n)-n\ln n]$, has the derivative
\begin{equation}
\frac{d\sigma}{dn}=k_B\ln\frac{1+n}{n}=k_Bx .
\label{eq:dsigma}
\end{equation}
A net merging event adds one phonon to mode 3 and removes one from each of modes 1 and 2. The entropy thus grows at the rate $WRk_B(x_3-x_1-x_2)=WRk_Bz$. Multiplied by $T$, this equals $-\mathbf f\cdot\mathbf u$.

A single force (\ref{eq:force}) points along $\mathbf G$, which need not be parallel to $\mathbf u$. In a lattice with sixfold symmetry, the triad has six rotated copies with equal $W$ and $r_0$. Let $\varphi_j$ be the angles of their vectors $\mathbf G_j$, in steps of $60^\circ$. Then $\sum\cos^2\varphi_j=\sum\sin^2\varphi_j=3$ and $\sum\sin\varphi_j\cos\varphi_j=0$, so
\begin{equation}
\sum_{j=1}^{6}\mathbf G_j(\mathbf G_j\cdot\mathbf u)=3G^2\mathbf u .
\end{equation}
With (\ref{eq:linear}) and (\ref{eq:force}), the total force is
\begin{equation}
\mathbf f_6=-\frac{3\hbar^2G^2r_0W}{k_BT}\,\mathbf u ,
\label{eq:star}
\end{equation}
a friction force antiparallel to the drift. Terms of second order in $\mathbf u$ cancel between copies with opposite $\mathbf G$, because they contribute equally to $R$ and oppositely to $\hbar\mathbf GR$.

Summing over all Umklapp triads gives a decay rate. By (\ref{eq:deltan}), the momentum along $y$ is $P_y=(u_y/k_BT)\sum\hbar^2q_y^2n(1+n)$ to first order, summed over modes at rest. The force along $y$ is $-(u_y/k_BT)\sum_U W r_0\hbar^2G_y^2$, each triad being counted once. Their ratio gives $dP_y/dt=-\gamma P_y$ with
\begin{equation}
\gamma=\frac{\sum_U W r_0G_y^2}{\sum q_y^2n(1+n)} .
\label{eq:gamma}
\end{equation}
This holds for small, spatially uniform drift in a lattice whose symmetry removes the cross terms, and if normal collisions restore the displaced form faster than Umklapp collisions distort it. Without that separation of rates, the distribution must be found from the full Boltzmann equation.

\subsection{What the choice of zone means}

The wavevectors $\mathbf q$ and $\mathbf q+\mathbf G$ label the same lattice vibration and have the same $\omega$, but (\ref{eq:dist}) assigns them different occupations. The displaced distribution is thus defined together with a zone. If phonon 3 of an Umklapp triad were labelled $\mathbf q_3+\mathbf G$, then (\ref{eq:momentum}) would read as a normal collision, and the occupation given to phonon 3 would change so that $F=B$. The classification and the distribution must therefore use the same zone.

The first zone gives each vibration its shortest wavevector. For long waves this is the natural choice, since the alternatives are longer by nearly a full $\mathbf G$. At a zone face two labels are equally short, and $x$ jumps by $\hbar\mathbf G\cdot\mathbf u/k_BT$ across it. A real steady distribution has no reason to jump there. The displaced form is therefore a description of a gas whose population lies mostly away from the zone faces. The Umklapp weight of an individual triad, which involves large wavevectors, inherits this limitation even when such modes are rare.

\section{A lattice example, its limits and its use}

This half uses the following symbols and results. Phonons 1 and 2 merge into phonon 3, with $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G$, all in the first zone. The drift velocity is $\mathbf u$, the occupation is $n$, and $z=\hbar\mathbf G\cdot\mathbf u/k_BT$. The forward and reverse weights are $F=n_1n_2(1+n_3)$ and $B=(1+n_1)(1+n_2)n_3$. Their difference is $R=B(e^z-1)$, which is zero for normal collisions and close to $r_0z$ for Umklapp collisions at small drift, $r_0$ being the common weight at rest. The coupling coefficient $W$ multiplies both weights and is not computed here.

\subsection{Lattice and frequencies}

The model is a triangular lattice of equal masses $M$ with nearest-neighbour central springs of stiffness $K$, moving in its plane. Let $\hat{\mathbf b}$ be the unit vectors of the three bond directions and $a$ the lattice constant. A spring responds to the change of its length, so the equation of motion for a wave with polarization $\mathbf e$ is
\begin{equation}
M\omega^2\mathbf e=K\sum_{\hat{\mathbf b}}2[1-\cos(a\mathbf q\cdot\hat{\mathbf b})]\,\hat{\mathbf b}(\hat{\mathbf b}\cdot\mathbf e).
\end{equation}
The factor 2 counts the two neighbours on each bond line. With $\omega_0=\sqrt{K/M}$ and $2(1-\cos\phi)=4\sin^2(\phi/2)$,
\begin{equation}
\omega^2\mathbf e=4\omega_0^2\sum_{\hat{\mathbf b}}\sin^2\!\left(\frac{a\mathbf q\cdot\hat{\mathbf b}}2\right)\hat{\mathbf b}(\hat{\mathbf b}\cdot\mathbf e).
\end{equation}

Take the bonds along $(1,0)$ and $(\pm\frac12,\frac{\sqrt3}2)$. A shortest reciprocal vector then points along $y$ and has length $G=4\pi/(\sqrt3a)$. For $\mathbf q=(0,q)$ the first bond does not contribute, and the other two have the half-phase
\begin{equation}
\theta=\frac{\sqrt3aq}{4}=\frac{\pi q}{G}.
\end{equation}
For these two bonds, the sum of $\hat{\mathbf b}\hat{\mathbf b}$ is diagonal with entries $\frac12$ for $x$ and $\frac32$ for $y$. The transverse and longitudinal frequencies are therefore
\begin{equation}
\omega_T=\sqrt2\,\omega_0|\sin\theta|,\qquad
\omega_L=\sqrt6\,\omega_0|\sin\theta| .
\label{eq:branches}
\end{equation}
At small $q$ they give the sound speeds $c_T=\sqrt{3/8}\,\omega_0a$ and $c_L=\sqrt{9/8}\,\omega_0a$.

The parameters are rough values in the regime of the basal plane of graphite: $a=0.246$ nm and $c_L=21$ km/s. They imply $c_T=12.1$ km/s, $\hbar\omega_0=53.0$ meV and $G=29.49$ nm$^{-1}$. At 100 K, $k_BT=8.617$ meV. For $u=10$ m/s along $+\mathbf G$,
\begin{equation}
\hbar Gu=0.1941\ \text{meV},\qquad
z=\frac{0.1941}{8.617}=0.02253 .
\end{equation}

For a gas with one common drift, normal collisions balance exactly, while Umklapp collisions have a net weight set by $\hbar\mathbf G\cdot\mathbf u/k_BT$; the model lattice, its frequencies and its parameters are now fixed. It remains to work out one collision of each kind, and then to treat the temperature dependence, the heat flux, the limits of the model and its use in a collision solver.
